**Field division in a zirconia–alumina capacitor**

For a voltage V across the oxides, the fields just after charging are E_z = V/(t_z + t_a k_z/k_a) and E_a = (k_z/k_a)E_z, where t is thickness, k is relative permittivity, and z and a denote zirconia and alumina. The output gives 0.608 MV/cm in zirconia and 2.703 MV/cm in alumina for the stated stack. The program asserts that these formulas agree with a finite-volume Poisson solution, with a minimum of the field energy, and with a stack that has the alumina in the middle. It also asserts the formulas for fixed interface charge, ohmic relaxation and linear plate screening against separate numerical solutions. A transfer-matrix calculation agrees with the WKB transmission at the Fermi energy within a factor of ten; the printed values differ by a factor of about four. The output also sizes the effects of built-in voltage, layer uncertainty, breakdown and ideal tunnelling, using rough inputs. Plate screening gives the largest field reduction among the printed estimates made at a fixed 0.5 V terminal voltage just after charging, but its free-electron model gives only a scale.

## Numerical verification

```python
"""Fields in a zirconia/alumina capacitor just after charging.

Result under test: Ez = V/(tz + ta*kz/ka), Ea = (kz/ka)*Ez, without
interface charge. V: voltage across the oxides; tz, ta: thicknesses;
kz, ka: relative permittivities of zirconia and alumina.
Program units: nm, V, MV/cm, uC/cm2, uA/cm2, s.
Positive field runs from the positive plate through zirconia to alumina.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

V, tz, ta, kz, ka = 0.5, 6.0, 0.5, 40.0, 9.0
EPS = const.epsilon_0 * 1e10       # uC/cm2 per MV/cm
q = const.e


def fields(voltage=V, charge=0.0, kzr=kz, talum=ta):
    """Closed-form fields, with an optional interface charge."""
    length = tz + talum * kzr / ka
    ez = (10 * voltage - charge * talum / (EPS * ka)) / length
    ea = (10 * voltage - ez * tz) / talum
    return np.array([ez, ea])


def poisson_fields(layers, voltage, sheet=None):
    """Mean layer fields from a finite-volume Poisson solution.

    A layer is (thickness, permittivity, inverse squared screening
    length, bulk potential). A sheet is (position, charge).
    """
    h = 0.0025
    counts = [round(layer[0] / h) for layer in layers]
    k, screen, bulk = [np.repeat([layer[j] for layer in layers], counts)
                       for j in (1, 2, 3)]
    g = k / h
    w = screen * h / 2
    rhs = w[:-1] * bulk[:-1] + w[1:] * bulk[1:]
    rhs[0] += g[0] * voltage
    if sheet is not None:
        rhs[round(sheet[0] / h) - 1] += 0.1 * sheet[1] / EPS
    bands = np.zeros((3, len(rhs)))
    bands[0, 1:] = -g[1:-1]
    bands[1] = g[:-1] + g[1:] + w[:-1] + w[1:]
    bands[2, :-1] = -g[1:-1]
    inside = solve_banded((1, 1), bands, rhs)
    phi = np.concatenate(([voltage], inside, [0.0]))
    edges = np.concatenate(([0], np.cumsum(counts)))
    thickness = np.array([layer[0] for layer in layers])
    return 10 * (phi[edges[:-1]] - phi[edges[1:]]) / thickness


# Ideal stack: Poisson solution, energy minimum and layer order
Ez, Ea = fields()
zirconia, alumina = (tz, kz, 0.0, 0.0), (ta, ka, 0.0, 0.0)
grid = poisson_fields([zirconia, alumina], V)
assert np.allclose(grid, [Ez, Ea], rtol=1e-6)
half = (tz / 2, kz, 0.0, 0.0)
middle = poisson_fields([half, alumina, half], V)
assert np.allclose(middle, [Ez, Ea, Ez], rtol=1e-6)
energy_min = minimize_scalar(
    lambda p: kz * (V - p)**2 / tz + ka * p**2 / ta,
    bounds=(0, V), method="bounded", options={"xatol": 1e-10})
assert abs(energy_min.x - 0.1 * Ea * ta) < 1e-6
assert abs(Ez - 0.61) < 0.005 and abs(Ea - 2.7) < 0.05
D = EPS * kz * Ez
capacitance = D / V
eot = 3.9 * (tz / kz + ta / ka)
# An independently solved silica film must have the same capacitance.
silica = minimize_scalar(
    lambda t: (10 * EPS * 3.9 / t - capacitance)**2,
    bounds=(0.1, 3), method="bounded", options={"xatol": 1e-10})
assert abs(silica.x - eot) < 1e-5

# Fixed interface charge
sheet_density = 1e12              # elementary charges per cm2, rough
sheet_charge = sheet_density * q * 1e6
charged = fields(charge=sheet_charge)
charged_grid = poisson_fields([zirconia, alumina], V, (tz, sheet_charge))
assert np.allclose(charged, charged_grid, rtol=1e-6)

# Slow redistribution by ohmic leakage
leak, refresh = 0.1, 0.064        # uA/cm2 and s, rough


def relaxation(gz, ga):
    """Time constant and final fields for ohmic layers."""
    tau = EPS * (kz * ta + ka * tz) / (gz * ta + ga * tz)
    ez = 10 * V / (tz + ta * gz / ga)
    return tau, np.array([ez, ez * gz / ga])


gz = leak / Ez
for ratio in (0.2, 1.0, 8.0):
    ga = ratio * gz
    tau_test, end_test = relaxation(gz, ga)

    def charging(time, charge):
        ez, ea = fields(charge=charge[0])
        return [gz * ez - ga * ea]

    run = solve_ivp(charging, (0, 20 * tau_test), [0.0],
                    t_eval=[tau_test, 20 * tau_test],
                    rtol=1e-9, atol=1e-12)
    at_tau = fields(charge=run.y[0, 0])
    at_end = fields(charge=run.y[0, 1])
    expected = end_test + (fields() - end_test) * np.exp(-1)
    assert np.allclose(at_tau, expected, rtol=1e-5)
    assert np.allclose(at_end, end_test, rtol=1e-5)
tau, final = relaxation(gz, gz)
after_refresh = final + (fields() - final) * np.exp(-refresh / tau)

# Screening in free-electron plates
density = 5e28                    # electrons per m3, rough
fermi = (const.hbar**2 * (3 * np.pi**2 * density)**(2 / 3)
         / (2 * const.m_e * q))
screening = np.sqrt(2 * const.epsilon_0 * fermi / (3 * density * q)) * 1e9
length = tz + ta * kz / ka
screen_factor = length / (length + 2 * kz * screening)
plates = [(1.0, 1.0, screening**-2, V), zirconia, alumina,
          (1.0, 1.0, screening**-2, 0.0)]
screened = poisson_fields(plates, V)[1:3]
assert np.allclose(screened, screen_factor * fields(), rtol=1e-3)
terminal_voltage = V / screen_factor

# Tunnelling through the ideal barriers
temperature = const.zero_Celsius + 85
barrier_z, barrier_a, mass = 1.5, 2.8, 0.3     # eV, eV, m_e; rough
wave = 2 * const.m_e * q / const.hbar**2 * 1e-18
dx = 0.01


def barrier_profile(order):
    """Electron barrier from the emitting plate to the other plate."""
    drop, pieces = 0.0, []
    for thickness, field, height in order:
        x = (np.arange(round(thickness / dx)) + 0.5) * dx
        pieces.append(height - drop - 0.1 * field * x)
        drop += 0.1 * field * thickness
    return np.concatenate(pieces)


def wkb(profile, energy):
    excess = np.maximum(profile[None, :] - np.atleast_1d(energy)[:, None], 0)
    return np.exp(-2 * dx * np.sqrt(wave * mass * excess).sum(axis=1))


def transfer_matrix(profile):
    """Transmission at the emitter Fermi energy, with plate mass m_e."""
    k_in, k_out = np.sqrt(wave * fermi), np.sqrt(wave * (fermi + V))
    psi, flux = 1.0 + 0j, 1j * k_out
    for height in profile[::-1]:
        kappa = np.sqrt(wave * mass * height)
        c, s = np.cosh(kappa * dx), np.sinh(kappa * dx)
        psi, flux = (c * psi - s * mass / kappa * flux,
                     c * flux - s * kappa / mass * psi)
    incident = (psi + flux / (1j * k_in)) / 2
    return k_out / k_in / abs(incident)**2


def tunnel_current(profile):
    """Thermal current integral in A/cm2."""
    energy = np.linspace(-2, 4, 1501)
    kt = const.k * temperature / q
    supply = (np.logaddexp(0, -energy / kt)
              - np.logaddexp(0, -(energy + V) / kt))
    integral = np.sum(wkb(profile, energy) * supply) * (energy[1] - energy[0])
    factor = q * const.m_e * kt * q**2 / (2 * np.pi**2 * const.hbar**3)
    return factor * integral * 1e-4


part_z, part_a = (tz, Ez, barrier_z), (ta, Ea, barrier_a)
profiles = [barrier_profile([part_a, part_z]),
            barrier_profile([part_z, part_a])]
transmissions = [wkb(p, 0.0)[0] for p in profiles]
matrix_values = [transfer_matrix(p) for p in profiles]
for approximate, full in zip(transmissions, matrix_values):
    # WKB omits interface prefactors, here of order one to ten.
    assert 0.1 < full / approximate < 10
currents = [tunnel_current(p) for p in profiles]
assert max(currents) < leak * 1e-6

# Other device and material limits
built_in = 0.1                    # V, rough
low, high = fields(V - built_in), fields(V + built_in)
break_z, break_a = 4.0, 8.0        # MV/cm, rough
less_k = fields(kzr=0.9 * kz)
thin = fields(talum=ta - 0.1)
thin_grid = poisson_fields([zirconia, (ta - 0.1, ka, 0.0, 0.0)], V)
less_k_grid = poisson_fields([(tz, 0.9 * kz, 0.0, 0.0), alumina], V)
assert np.allclose(thin, thin_grid, rtol=1e-6)
assert np.allclose(less_k, less_k_grid, rtol=1e-6)


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}")


def pair(label, values):
    print(f"{label}, zirconia / alumina: "
          f"{values[0]:.3f} / {values[1]:.3f} MV/cm")


show("Voltage across oxides", V, "V")
print(f"Thickness, zirconia / alumina: {tz:.1f} / {ta:.1f} nm")
print(f"Relative permittivity, zirconia / alumina: {kz:.0f} / {ka:.0f}")
show("Permittivity ratio kz/ka", kz / ka, "(no unit)")
show("Zirconia-equivalent thickness", length, "nm")
pair("Ideal fields", fields())
print(f"Ideal fields converted: {Ez / 10:.4f} / {Ea / 10:.4f} V/nm")
show("Voltage on zirconia", 0.1 * Ez * tz, "V", ".4f")
show("Voltage on alumina", 0.1 * Ea * ta, "V", ".4f")
show("Alumina share of thickness", 100 * ta / (tz + ta), "%", ".1f")
show("Alumina share of voltage", 10 * Ea * ta / V, "%", ".1f")
show("Voltage divided by total thickness", 10 * V / (tz + ta), "MV/cm")
pair("Fields from Poisson grid", grid)
show("Alumina-in-middle field, zirconia", middle[0], "MV/cm")
show("Alumina-in-middle field, alumina", middle[1], "MV/cm")
show("Charge per area", D, "uC/cm2")
show("Capacitance per area", capacitance, "uF/cm2")
show("Equivalent silica thickness (k=3.9)", eot, "nm")
show("Rough interface charge density", sheet_density, "e/cm2", ".1e")
show("Interface charge", sheet_charge, "uC/cm2")
pair("Fields with positive interface charge", charged)
show("Rough built-in voltage", built_in, "V", ".1f")
pair("Fields with opposing built-in voltage", low)
pair("Fields with aiding built-in voltage", high)
show("Rough leakage current", leak * 1e-6, "A/cm2", ".1e")
show("Rough refresh period", refresh * 1000, "ms", ".0f")
show("Relaxation time, equal conductivities", tau, "s", ".2f")
pair("Fields after one refresh period", after_refresh)
pair("Final fields, equal conductivities", final)
show("Charge leaked in one period", 100 * leak * refresh / D, "%", ".2f")
show("Rough plate electron density", density * 1e-6, "cm^-3", ".1e")
show("Free-electron Fermi energy", fermi, "eV", ".2f")
show("Thomas-Fermi length", screening, "nm", ".4f")
pair("Fields if 0.5 V includes plate drops", screened)
show("Terminal voltage for 0.5 V on oxides", terminal_voltage, "V")
print(f"Rough breakdown, zirconia / alumina: "
      f"{break_z:.0f} / {break_a:.0f} MV/cm")
print(f"Field/breakdown, zirconia / alumina: "
      f"{100 * Ez / break_z:.0f} / {100 * Ea / break_a:.0f} %")
show("Temperature of use", temperature, "K", ".2f")
print(f"Rough barriers, zirconia / alumina: "
      f"{barrier_z:.1f} / {barrier_a:.1f} eV")
show("Rough tunnelling mass", mass, "electron masses", ".1f")
for name, approximate, full, current in zip(
        ("alumina", "zirconia"), transmissions, matrix_values, currents):
    show(f"WKB transmission, {name} first", approximate, "(no unit)", ".2e")
    show(f"Matrix transmission, {name} first", full, "(no unit)", ".2e")
    show(f"Tunnel current, {name} first", current, "A/cm2", ".2e")
pair("Fields with zirconia permittivity 10% lower", less_k)
pair("Fields with alumina 0.1 nm thinner", thin)
print("OK")
```

Running it gives:

```
Voltage across oxides: 0.500 V
Thickness, zirconia / alumina: 6.0 / 0.5 nm
Relative permittivity, zirconia / alumina: 40 / 9
Permittivity ratio kz/ka: 4.444 (no unit)
Zirconia-equivalent thickness: 8.222 nm
Ideal fields, zirconia / alumina: 0.608 / 2.703 MV/cm
Ideal fields converted: 0.0608 / 0.2703 V/nm
Voltage on zirconia: 0.3649 V
Voltage on alumina: 0.1351 V
Alumina share of thickness: 7.7 %
Alumina share of voltage: 27.0 %
Voltage divided by total thickness: 0.769 MV/cm
Fields from Poisson grid, zirconia / alumina: 0.608 / 2.703 MV/cm
Alumina-in-middle field, zirconia: 0.608 MV/cm
Alumina-in-middle field, alumina: 2.703 MV/cm
Charge per area: 2.154 uC/cm2
Capacitance per area: 4.307 uF/cm2
Equivalent silica thickness (k=3.9): 0.802 nm
Rough interface charge density: 1.0e+12 e/cm2
Interface charge: 0.160 uC/cm2
Fields with positive interface charge, zirconia / alumina: 0.596 / 2.849 MV/cm
Rough built-in voltage: 0.1 V
Fields with opposing built-in voltage, zirconia / alumina: 0.486 / 2.162 MV/cm
Fields with aiding built-in voltage, zirconia / alumina: 0.730 / 3.243 MV/cm
Rough leakage current: 1.0e-07 A/cm2
Rough refresh period: 64 ms
Relaxation time, equal conductivities: 6.13 s
Fields after one refresh period, zirconia / alumina: 0.610 / 2.683 MV/cm
Final fields, equal conductivities, zirconia / alumina: 0.769 / 0.769 MV/cm
Charge leaked in one period: 0.30 %
Rough plate electron density: 5.0e+22 cm^-3
Free-electron Fermi energy: 4.95 eV
Thomas-Fermi length: 0.0604 nm
Fields if 0.5 V includes plate drops, zirconia / alumina: 0.383 / 1.703 MV/cm
Terminal voltage for 0.5 V on oxides: 0.794 V
Rough breakdown, zirconia / alumina: 4 / 8 MV/cm
Field/breakdown, zirconia / alumina: 15 / 34 %
Temperature of use: 358.15 K
Rough barriers, zirconia / alumina: 1.5 / 2.8 eV
Rough tunnelling mass: 0.3 electron masses
WKB transmission, alumina first: 1.26e-18 (no unit)
Matrix transmission, alumina first: 4.53e-18 (no unit)
Tunnel current, alumina first: 1.28e-10 A/cm2
WKB transmission, zirconia first: 2.25e-19 (no unit)
Matrix transmission, zirconia first: 8.57e-19 (no unit)
Tunnel current, zirconia first: 2.39e-11 A/cm2
Fields with zirconia permittivity 10% lower, zirconia / alumina: 0.625 / 2.500 MV/cm
Fields with alumina 0.1 nm thinner, zirconia / alumina: 0.643 / 2.857 MV/cm
OK
```
